# One Chebyshev Filter per SCF Step: Damping and Coupled Convergence Rate

A self-consistent field loop that diagonalizes $H[n]$ to full accuracy in every step spends its effort on eigenvectors of a Hamiltonian that the next density update discards. The obvious economy is to improve the orbitals once per step, by a fixed factor $r$, and to expect the loop to converge at the slower of two rates: $|r|$ for the orbitals and $|\mu_0|$ for density mixing with exact eigenvectors. That expectation can fail. In a one-mode model derived below, with screening strength $\kappa=3$ and mixing $\alpha=0.25$, exact diagonalization has $\mu_0=0$, yet a filter with $r=0.01$ gives the rate $0.0866$ and not $0.01$. In the same model the largest stable $\alpha$ moves from $0.5$ to $0.765$ for $r=+0.3$ and to $0.304$ for $r=-0.3$. On a grid the first effect is hidden: mixing always has the eigenvalue $1-\alpha$, which the one-mode model omits, and for a repulsive kernel only a negative real root can exceed the slower of the two rates. In the grid example below the simple estimate is off by less than 3% for the tabulated degrees with buffer vectors, while without them the stability limit moves by 10%. Knowing which case applies needs a filter with known damping, and a rate formula that treats the two errors together and keeps the sign of $r$.

## Setting

Atomic units are used in the algebra. The Hamiltonian is a real symmetric matrix on a grid, $H[n]=H_0+\mathrm{diag}\,v[n]$, with site populations $n_x=2\sum_{i\le N}u_i(x)^2$ for $N$ doubly occupied orthonormal orbitals and kernel $K=\partial v/\partial n$. At the self-consistent $n^*$ the eigenpairs are $(\varepsilon_j,u_j)$. The scheme carries $N_s\ge N$ vectors, and two gaps are assumed: $\varepsilon_N<\varepsilon_{N+1}$ and $\varepsilon_{N_s}<\varepsilon_{N_s+1}$. Index $i$ is occupied, $\beta$ is a buffer state ($N<\beta\le N_s$), $j$ is either, and $a>N_s$ is outside.

## From the power method to the Chebyshev filter

Applying a polynomial $p(H)$ multiplies the component on $u_k$ by $p(\varepsilon_k)$, so an outside component changes relative to a wanted one by
$$r_{aj}=p(\varepsilon_a)/p(\varepsilon_j).$$
Let the outside spectrum lie in $[a_0,b]$ and set $\gamma_i=(a_0-\varepsilon_i)/(b-a_0)$. The naive choice $p=(b-H)^m$ has worst ratio $[(b-a_0)/(b-\varepsilon_i)]^m=(1+\gamma_i)^{-m}$. On a grid $b$ is set by the kinetic energy and $\gamma_i$ is small: for $\gamma=0.0263$ and $m=8$, the values of the example below, the ratio is $1.0263^{-8}=0.81$. The polynomial spends all its zeros at $b$ and does little near $a_0$.

The cure is to minimize the largest $|p|$ on $[a_0,b]$ at fixed $p(\varepsilon_i)$. Map the interval to $[-1,1]$ by $t=(\varepsilon-c)/e$, with $c=(b+a_0)/2$ and $e=(b-a_0)/2$, and take $p=T_m(t)$, generated by $T_{k+1}=2tT_k-T_{k-1}$ at one application of $H$ per degree. For $t=\cos\theta$ the identity $\cos(k+1)\theta+\cos(k-1)\theta=2\cos\theta\cos k\theta$ gives $T_m=\cos m\theta$, so $|T_m|\le1$ inside. The same identity for $\cosh$ gives $T_m(\cosh u)=\cosh mu$, and parity gives $T_m(-t)=(-1)^mT_m(t)$. A wanted state has $t_i=-1-(a_0-\varepsilon_i)/e=-(1+2\gamma_i)$. Since $\cosh2w=1+2\sinh^2w$, the choice $\sinh w=\sqrt{\gamma_i}$ gives $|t_i|=\cosh 2w$, and
$$|r_{ai}|\le B_m(\gamma_i)=\frac{1}{\cosh\left(2m\,\mathrm{asinh}\sqrt{\gamma_i}\right)}.$$
For small $\gamma$, with $2m\sqrt\gamma$ well above one and $m\gamma^{3/2}$ well below one, this is close to $2e^{-2m\sqrt\gamma}$: the exponent carries $\sqrt\gamma$ where the power method has $\gamma$. The worst occupied state is $i=N$.

No polynomial of degree at most $m$ does better on the whole interval. Let $\hat p=p/p(\varepsilon_i)$, which takes the values $\pm B_m$ with alternating sign at the $m+1$ points $\theta=k\pi/m$. If $q(\varepsilon_i)=1$ and $|q|<B_m$ on $[a_0,b]$, then $\hat p-q$ has the sign of $\hat p$ at those points, hence $m$ zeros inside, and one more at $\varepsilon_i$. With $m+1$ zeros it vanishes identically, which contradicts $|q|<B_m$.

The bounds enter as follows. A damping $\eta$ is guaranteed by $m\ge\mathrm{acosh}(1/\eta)/(2\,\mathrm{asinh}\sqrt\gamma)$, so an overestimated $b$ costs degree as $\sqrt{b-a_0}$ at small $\gamma$. An underestimated $b$ puts the top state at $t_{\max}=1+(\varepsilon_{\max}-b)/e$. As $\cosh$ is increasing, that state outgrows state $i$ precisely when $t_{\max}>|t_i|$, that is when $\varepsilon_{\max}-b>a_0-\varepsilon_i$, whatever the degree. The scheme therefore takes a guaranteed bound, here the Gershgorin value $b=\max_x(H_{xx}+\sum_{y\ne x}|H_{xy}|)$. For $a_0$ it takes the largest Ritz value, which is $\varepsilon_{N_s}$ at the fixed point. With $N_s=N$ that choice gives $\gamma_N=0$ and $B_m=1$, and this is the reason for buffer vectors.

For fixed $H$ the damping accumulates. Suppose the start space contains $u_i+w$ with $w$ in the outside space, which holds when its overlap matrix with $u_1,\dots,u_{N_s}$ is invertible. After $k$ filters the space contains $p(H)^k(u_i+w)/p(\varepsilon_i)^k=u_i+\sum_a r_{ai}^kw_au_a$, so the distance of $u_i$ from it is at most $\|w\|\max_a|r_{ai}|^k$.

The sign of $r_{ai}$ follows from the zeros of $T_m$. Below and just above $a_0$ the sign of $p$ is $(-1)^m$, so $r_{ai}>0$ up to the first zero at $a_0+e[1-\cos(\pi/2m)]$, $r_{ai}<0$ up to the second at $a_0+e[1-\cos(3\pi/2m)]$, and so on.

## One step, linearized

One step filters the block $X$ with $p(H[n])$, orthonormalizes, diagonalizes $H[n]$ in the new space (Rayleigh–Ritz), forms $n_{\rm out}$ from the lowest $N$ Ritz vectors, and mixes $n'=(1-\alpha)n+\alpha n_{\rm out}$. Near the fixed point write $n=n^*+\delta$, $\delta V=\mathrm{diag}(K\delta)$, and span the space by $u_j+\sum_au_aZ_{aj}$. Everything is kept to first order in $Z$ and $\delta$.

For a monomial, $\delta(H^k)=\sum_{l=0}^{k-1}H^l\,\delta V\,H^{k-1-l}$, whose $(a,j)$ element is $\delta V_{aj}\sum_l\varepsilon_a^l\varepsilon_j^{k-1-l}=\delta V_{aj}(\varepsilon_a^k-\varepsilon_j^k)/(\varepsilon_a-\varepsilon_j)$. By linearity the same divided difference holds for $p$. With $p_k=p(\varepsilon_k)$, the filtered column $j$ has outside components $p_aZ_{aj}+\delta V_{aj}(p_a-p_j)/(\varepsilon_a-\varepsilon_j)$, which are first order, and an inside block $\mathrm{diag}(p_j)$ plus first order. Restoring the form of the basis means multiplying by the inverse of the inside block, which to this order divides column $j$ by $p_j$, with $|p_j|\ge1$:
$$Z'_{aj}=r_{aj}Z_{aj}+(1-r_{aj})\frac{\delta V_{aj}}{\varepsilon_j-\varepsilon_a}.$$
The fraction is the first-order eigenvector change $Z^*_{aj}$ of the current Hamiltonian, so $Z'-Z^*=r(Z-Z^*)$: the space covers the part $1-r$ of the way to a moving target. A first-order change of $a_0$ or $b$ changes the polynomial, but any polynomial in $H[n^*]$ is diagonal in the $u_k$ and has no $(a,j)$ element, so adaptive bounds drop out at this order.

In the Rayleigh–Ritz step the projected matrix has elements $\varepsilon_j\delta_{jj'}+\delta V_{jj'}$, because terms with $Z'$ need either a second $Z'$ or a $\delta V_{aj}$. The occupied Ritz vectors are then, up to rotations among occupied states that leave $n_{\rm out}$ unchanged,
$$y_i=u_i+\sum_\beta u_\beta\frac{\delta V_{\beta i}}{\varepsilon_i-\varepsilon_\beta}+\sum_au_aZ'_{ai}.$$
The occupied–buffer response is complete, as if $r=0$. The buffer columns $Z_{a\beta}$ would enter multiplied by $\delta V_{\beta i}$, at second order. The Jacobian is therefore block triangular: buffer columns relax with their own factors $r_{a\beta}$, of modulus up to 1 for $\beta=N_s$, and do not feed the density. The linearization presumes that they are small; a start with large buffer errors lies outside it.

Let $z$ collect the occupied columns $Z_{ai}$, let $R=\mathrm{diag}(r_{ai})$, and let $\phi_{ki}(x)=u_k(x)u_i(x)$, so that $\delta V_{ki}=\phi_{ki}^TK\delta$. From $n=2\sum y_i^2$ follows $\delta n=4\sum_iu_i\,\delta y_i$. Define $Dz=4\sum\phi_{ai}z_{ai}$, $(Wf)_{ai}=\phi_{ai}^Tf/(\varepsilon_i-\varepsilon_a)$, the negative semidefinite pair responses $\chi_{ki}=4\phi_{ki}\phi_{ki}^T/(\varepsilon_i-\varepsilon_k)$, and $\chi_B=\sum\chi_{\beta i}$. Then
$$z'=Rz+(1-R)WK\delta,\qquad \delta'=(1-\alpha)\delta+\alpha(Dz'+\chi_BK\delta).$$
For $R=0$ this is ordinary mixing with $\chi_0=\chi_B+DW$ and eigenvalues $\mu_0=1-\alpha(1+\kappa)$, where $\kappa$ is an eigenvalue of $-\chi_0K$. For an eigenvalue $\mu\ne r_{ai}$ the first equation gives $z=(\mu-R)^{-1}(1-R)WK\delta$. Inserting $z'=\mu z$ in the second,
$$(\mu-1+\alpha)\delta=\alpha\chi(\mu)K\delta,\qquad \chi(\mu)=\chi_B+\sum_{ai}\frac{\mu(1-r_{ai})}{\mu-r_{ai}}\chi_{ai}.$$
Each outside pair responds with a weight that depends on the rate itself, because the orbital carries a memory $\sum_kr^k$ of earlier potentials. No sign of $K$ has been assumed so far.

## One mode

Take one pair, no buffer, and $\chi_0K=-\kappa$. Multiplying $\mu-1+\alpha=-\alpha\kappa\mu(1-r)/(\mu-r)$ by $\mu-r$ and collecting powers,
$$\mu^2-[1-\alpha+r-\alpha\kappa(1-r)]\mu+r(1-\alpha)=0.$$
The bracket equals $\mu_0+r(1+\alpha\kappa)$. At $r=0$ the roots are $\mu_0$ and $0$. Differentiating at $\mu=\mu_0\neq0$, $r=0$ gives $\mu_0\,d\mu/dr=(1+\alpha\kappa)\mu_0-(1-\alpha)$. Since $1-\alpha=\mu_0+\alpha\kappa$, the right side is $-\alpha\kappa(1-\mu_0)$, and
$$\mu\approx\mu_0-r\,\alpha\kappa(1-\mu_0)/\mu_0 .$$
For $\kappa=3$, $\alpha=0.4$, $r=0.01$: $\mu_0=-0.6$ and the shift is $0.01\times1.2\times1.6/0.6=0.032$, giving $-0.5680$ against the root $-0.5674$. The expansion breaks down as $\mu_0\to0$. The product of the roots is $r(1-\alpha)$, so the larger modulus is at least $\sqrt{|r(1-\alpha)|}$, with equality for a complex pair. At $\alpha=0.25$ the discriminant is $(1.75r)^2-3r$, negative for $r=0.01$ and $r=0.3$, and $|\mu|=\sqrt{0.75r}=0.0866$ and $0.474$. Setting $\mu=-1$ gives $(2-\alpha)(1+r)=\alpha\kappa(1-r)$, or $\alpha_c=2/[1+\kappa(1-r)/(1+r)]$: $2/(1+3\times0.7/1.3)=0.765$ and $2/(1+3\times1.3/0.7)=0.304$. The unstable mode alternates in sign from step to step. A memory with $r>0$ averages the alternation out, and one with $r<0$ adds to it.

## The spectrum for a repulsive kernel

Assume now $K$ symmetric positive semidefinite, as for a Hartree term, $|r_{ai}|<1$ and $\alpha>0$. Put $s=1-\alpha$, $r_+=\max(0,\max r_{ai})$ and $\rho_0=\max(\max|r_{ai}|,|s|)$. Let $\nu$ run over all pairs, buffer pairs having $r_\nu=0$, with gaps $\Delta_\nu>0$. For $\mu\ne r_\nu$ set $y=K^{1/2}\delta$. If $y=0$ then $z=0$ and $\mu=s$. The value $s$ is indeed an eigenvalue, since $\sum_x\phi_\nu(x)=0$ makes the total charge error obey $\sum\delta'=s\sum\delta$. These cases are real and lie within $\rho_0$. Otherwise normalize $y$, multiply the eigenvalue equation by $y^\dagger K^{1/2}$, and divide by $\mu\neq0$:
$$1-\frac s\mu+\sum_\nu\frac{a_\nu}{\mu-r_\nu}=0,\qquad a_\nu=\alpha(1-r_\nu)\frac{4|\phi_\nu^TK^{1/2}y|^2}{\Delta_\nu}\ge0 .$$

For non-real $\mu$ use $1/(\mu-r)=(\bar\mu-r)/|\mu-r|^2$. The imaginary part, divided by $\mathrm{Im}\,\mu$, gives $s/|\mu|^2=\sum a_\nu/|\mu-r_\nu|^2$. In the real part the terms with $\mathrm{Re}\,\mu$ cancel by this relation, leaving
$$1=\sum_\nu\frac{a_\nu r_\nu}{|\mu-r_\nu|^2}\le r_+\frac{s}{|\mu|^2}.$$
Hence $|\mu|^2\le r_+(1-\alpha)\le\rho_0^2$, and for $\alpha\ge1$ or $r_+=0$ no non-real eigenvalue exists. For real $\mu>\max(r_+,s)$ the part $1-s/\mu$ is positive and the sum is non-negative, so no eigenvalue lies there.

An eigenvalue beyond $\rho_0$ must then be negative, $\mu=-\rho$. The equation for $y$ becomes $M(\rho)y=y$ with
$$M(\rho)=\sum_\nu\frac{\alpha(1-r_\nu)\rho}{(\rho+r_\nu)(\rho+s)}K^{1/2}(-\chi_\nu)K^{1/2}.$$
Conversely, a solution $y$ yields an eigenvector through $\delta=\alpha\chi(\mu)K^{1/2}y/(\mu-s)$, which has $K^{1/2}\delta=y$. The derivative of $\rho/[(\rho+r)(\rho+s)]$ has numerator $(\rho+r)(\rho+s)-\rho(2\rho+r+s)=rs-\rho^2$, negative for $\rho>\rho_0$. Every coefficient is positive and decreasing to zero, so $F(\rho)=\lambda_{\max}M(\rho)$ decreases strictly while positive. If $F>1$ just above $\rho_0$, there is one root of $F(\rho)=1$; any lower eigenvalue of $M$ passes through 1 at a $\rho$ no larger, so this root is the spectral radius. Otherwise the radius is at most $\rho_0$. When $\rho_0=|r_-|$ is set by the most negative $r$ and that pair has $K^{1/2}\phi\ne0$, $F$ diverges at $\rho_0$ and the radius exceeds $|r_-|$.

For $0<\alpha<2$ one has $\rho_0<1$, and the radius is below 1 if and only if $F(1)=\alpha\kappa_1/(2-\alpha)<1$. For $\alpha\ge2$ the eigenvalue $s$ has modulus at least 1. The linear map for density and occupied space is therefore a contraction in the spectral sense if and only if
$$\alpha<\alpha_c=\frac{2}{1+\kappa_1},\qquad \kappa_1=\lambda_{\max}\Big[K^{1/2}\Big(-\chi_B-\sum_{ai}\frac{1-r_{ai}}{1+r_{ai}}\chi_{ai}\Big)K^{1/2}\Big].$$
All weights are at most $(1+B_m)/(1-B_m)$, so $\kappa_1\le\kappa(1+B_m)/(1-B_m)$ with $\kappa$ now the largest eigenvalue of $-\chi_0K$. An attractive exchange–correlation part can make $K$ indefinite; $K^{1/2}$ and $a_\nu\ge0$ are then lost together with these bounds, while the linear map stands. Fractional occupations and mixers with history are not covered.

## What to monitor

With exact diagonalization the output error would be $(DW+\chi_B)K\delta$. The filtered output differs from it by $D(z'-WK\delta)=DR(z-WK\delta)$, so the residual $n_{\rm out}-n$ is biased by the lag, and it cannot see a lag in the null space of $D$. The orbital residual can. Its components inside the space vanish by the Ritz condition, and on $u_a$ the vector $(H-\theta_i)y_i$, with $\theta_i$ the Ritz value, has $(\varepsilon_a-\varepsilon_i)z'_{ai}+\delta V_{ai}=(\varepsilon_a-\varepsilon_i)\,r_{ai}(z-WK\delta)_{ai}$. It measures the remaining lag pair by pair, and the stopping rule needs both residuals.

## A one-dimensional model

The model has 40 points with spacing 0.3 Å between hard walls, a three-point kinetic operator, Gaussian wells $-d\,e^{-(x-x_0)^2/2\sigma^2}$ with $\sigma=0.6$ Å and depths 3, 4, 5 eV at 2, 6, 10 Å, six electrons ($N=3$), and $v=K(n-n_{\rm bg})$ with $K_{xx'}=10\ \mathrm{eV}\,e^{-|x-x'|/2\,\text{Å}}$, a positive definite matrix, and uniform $n_{\rm bg}$. Damped iteration with dense diagonalization gives levels $-0.7486$, $-0.0934$, $0.8645$, $3.1162$, $5.1902$, $7.9133$, $10.8063$ eV, $\varepsilon_{\max}=168.438$ eV and $b=169.555$ eV.

With $N_s=5$, $a_0=5.1902$ eV, $a_0-\varepsilon_3=4.3257$ eV ($0.15897$ Ha) and $b-a_0=164.365$ eV ($6.0403$ Ha). Then $\gamma_3=4.3257/164.365=0.026318$ and $2\,\mathrm{asinh}\sqrt{\gamma_3}=0.32305$. For $m=8$, $B_8=1/\cosh(2.5844)=0.1500$, the asymptotic form gives $0.1492$, and the largest actual $|r_{a3}|$ is $0.14985$. Damping $0.1$ needs $m\ge2.9932/0.32305=9.27$; doubling and quadrupling the width raise this to $13.08$ and $18.47$, so $m=10,14,19$. Lowering $b$ below $\varepsilon_{\max}$ by $0.9$ and $1.1$ times $4.3257$ eV turns equal amplitudes of $u_{\max}$ and $u_3$ into ratios $0.876$ and $1.134$. From a random start with $\|w\|=11.183$, eight filters at fixed $H$ leave a distance $1.08\times10^{-6}$, under the bound $11.183\times0.14985^8=2.84\times10^{-6}$.

The screening eigenvalue is $\kappa=1.6905$, so exact diagonalization has $\alpha_c=2/2.6905=0.74336$. Balancing the ends $1-\alpha$ (the charge mode, which a charge-conserving start does not excite, and next to it neutral modes with $\kappa$ down to $3\times10^{-4}$) and $\alpha(1+\kappa)-1$ gives $\alpha=2/3.6905=0.54193$ and rate $0.45807$. The table uses this $\alpha$. The radius comes from a central-difference Jacobian of the full nonlinear step with adaptive bounds, without buffer columns. Steps count iterations until $\sum_x|n_x-n^*_x|<10^{-8}$ electrons, from a uniform density and its exact lowest five eigenvectors; exact diagonalization needs 24.

| $m$ | $B_m$ | $r_+$ | $r_-$ | $\alpha_c$ | radius | steps |
|---|---|---|---|---|---|---|
| 2 | 0.8223 | 0.7779 | −0.8222 | 0.75275 | 0.8234 | 40 |
| 4 | 0.5108 | 0.5106 | −0.5099 | 0.74306 | 0.5251 | 24 |
| 6 | 0.2821 | 0.2807 | −0.2819 | 0.74076 | 0.4708 | 23 |
| 8 | 0.1500 | 0.1498 | −0.1498 | 0.74153 | 0.4647 | 24 |
| 12 | 0.0414 | 0.0413 | −0.0414 | 0.74283 | 0.4598 | 24 |
| 16 | 0.0114 | 0.0113 | −0.0111 | 0.74326 | 0.4584 | 24 |

Every radius exceeds $\rho_0$, so it is the negative root of $F=1$, and it falls toward $0.45807$ as $m$ grows. It lies less than 3% above the simple estimate $\max(\max|r_{ai}|,\,0.45807)$ in every row, the largest ratios being $0.5251/0.5106$ at $m=4$ and $0.4708/0.4581$ at $m=6$. Beyond $m=6$ extra degree buys no steps. For the tabulated degrees the limit $\alpha_c$ stays within 1.3% of the exact-diagonalization value, far above the guaranteed $2/(1+1.6905\times1.15/0.85)=0.61$ at $m=8$. It is not monotone in $m$. At $m=2$ the first zero lies $82.18\times0.2929=24$ eV above $a_0$, so levels 6 and 7 have $r>0$; at $m=8$ the zeros lie $1.6$ and $13.9$ eV above $a_0$, so both have $r<0$. The signs at these two levels do not settle the direction of the shift, since all pairs enter $\kappa_1$: at $m=4$ both levels have $r>0$, yet $\alpha_c$ is slightly lowered. At $m=8$, $\kappa_1=1.69711$, and for $\alpha=0.9\alpha_c=0.66738$ the root gives $\mu=-0.80072$. A nonlinear run from a cosine density perturbation of amplitude $10^{-5}$ has a ratio of successive residuals of $-0.80076$ at step 40; exact diagonalization would give $1-0.66738\times2.6905=-0.7956$.

The step counts at low degree are shorter than the radius suggests: $0.8234^{40}=4\times10^{-4}$, while for exact diagonalization $0.45807^{24}=7\times10^{-9}$ is roughly the reduction needed. The radius is the rate of the slowest mode, and a step count also depends on how much of that mode the start contains. For the density error to fall below $10^{-8}$ electrons in 40 steps at $m=2$, the density part of this mode must have been small from the start. The lowest product $m\times$steps, 80 at $m=2$ against 96 at $m=4$, therefore holds for this start and this threshold, and it omits orthonormalization and Rayleigh–Ritz costs. A start richer in the slow mode, or a much tighter threshold, favors $m=4$ over $m=2$: from the same start the products for $m=2$ and $m=4$ are 116 and 120 at $10^{-10}$ electrons, and 160 and 140 at $10^{-12}$. With 105 outside pairs and 40 sites, $D$ has a null space of dimension at least 65. For independent normal errors of width $10^{-5}$ in all $Z_{aj}$ and $\delta_x$, one step at $m=8$ has a density bias of Euclidean norm $4.34\times10^{-6}$ electrons and an orbital residual of Frobenius norm $7.79\times10^{-4}$ eV, and the norms from the first-order formulas differ from these computed norms by less than 0.01%.

The second case removes the buffer: $N_s=3$ with $a_0$ held at $\varepsilon_4$, which must be known from elsewhere. Now $\gamma=2.2517/166.439=0.013529$, and the lowest pair has $r=+1/\cosh(1.857)=0.3049$ and weight $0.6951/1.3049=0.533$, while $r_-=-0.3049$. The net effect is $\kappa_1=1.44777$ and $\alpha_c=2/2.44777=0.81707$, 10% above $0.74336$. At $\alpha=0.73536$ the root is $-0.81923$ and the run gives $-0.81924$. At $\alpha=0.78021$, between the two limits, exact diagonalization has $\mu_0=1-0.78021\times2.6905=-1.099$, and from the same cosine perturbation its residual norm grows from $1.1\times10^{-4}$ to $1.5$ electrons in 300 steps, while one filter per step brings the residual to $10^{-15}$.
